**Spin-5/2 quadrupole frequencies at arbitrary asymmetry**

For a nucleus of spin 5/2 in a static field gradient, the energies E = ħω_Q x obey x³ − 28(3 + η²)x − 160(1 − η²) = 0. Here ω_Q = eQVzz/(40ħ), Q is the quadrupole moment and η = (Vxx − Vyy)/Vzz is the asymmetry. The program asserts symbolically that the full 6×6 determinant is the square of this cubic. On a grid of 201 values of η it compares the closed formulas for levels and frequencies with numerical diagonalization, and it repeats the frequency test with the sign of the Hamiltonian reversed. It also asserts the sum rule ω₃ = ω₁ + ω₂, the steady fall of ω₂/ω₁ from 2 to 1 on that grid, both limiting laws and the recovery of η and the frequency scale. The powder amplitudes are tested against direct time evolution averaged over alignment directions. For η = 0.4 and ω_Q = 15.193 Mrad/s, the output shows frequencies of 105.8, 177.0 and 282.8 Mrad/s and a ratio of 1.673.

## Program and output

```python
"""
Nuclear quadrupole levels and frequencies of spin I = 5/2 for any asymmetry.

Result under test: with omega_Q = e Q Vzz / (40 hbar) and E = hbar omega_Q x,
    x^3 - 28 (3 + eta^2) x - 160 (1 - eta^2) = 0,
    omega_1, omega_2, omega_3 = 2 sqrt(3) alpha |omega_Q|
          * sin(theta), sin(pi/3 - theta), sin(pi/3 + theta),
    alpha = sqrt(28 (3 + eta^2) / 3),
    cos(3 theta) = 80 (1 - eta^2) / alpha^3.
Hence omega_3 = omega_1 + omega_2, and omega_2/omega_1 falls from 2 to 1
as eta = (Vxx - Vyy)/Vzz goes from 0 to 1.
Q: nuclear quadrupole moment; Vii: principal field gradients.
G22(t): alignment that survives at time t, averaged over all directions.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq

# Spin matrices for I = 5/2, basis m = 5/2, 3/2, ..., -5/2
spin = sp.Rational(5, 2)
m_values = [spin - k for k in range(6)]
raising = sp.zeros(6, 6)
for k in range(1, 6):
    m = m_values[k]
    raising[k - 1, k] = sp.sqrt(spin * (spin + 1) - m * (m + 1))
lowering = raising.T
Ix_sym = (raising + lowering) / 2
Iy_sym = (raising - lowering) / (2 * sp.I)
Iz_sym = sp.diag(*m_values)


def to_numpy(matrix):
    return np.array([[complex(entry) for entry in row]
                     for row in matrix.tolist()])


Ix, Iy, Iz = (to_numpy(a) for a in (Ix_sym, Iy_sym, Iz_sym))
assert np.allclose(Ix @ Iy - Iy @ Ix, 1j * Iz)


def hamiltonian(eta):
    """H/(hbar omega_Q) from the Cartesian field-gradient tensor."""
    vxx, vyy, vzz = -(1 - eta) / 2, -(1 + eta) / 2, 1.0
    return 2 * (vxx * Ix @ Ix + vyy * Iy @ Iy + vzz * Iz @ Iz)


def diagonalized_gaps(matrix):
    """Three positive gaps, smallest first, from the six eigenvalues."""
    low, mid, high = np.linalg.eigvalsh(matrix)[::2]
    return np.sort([mid - low, high - mid, high - low])


def alpha_and_cosine(eta):
    alpha = np.sqrt(28 * (3 + eta**2) / 3)
    return alpha, 80 * (1 - eta**2) / alpha**3


def formula_levels(eta):
    alpha, cosine = alpha_and_cosine(eta)
    theta = np.arccos(cosine) / 3
    shifts = np.array([2 * np.pi / 3, -2 * np.pi / 3, 0.0])
    return 2 * alpha * np.cos(theta + shifts)


def formula_gaps(eta):
    alpha, cosine = alpha_and_cosine(eta)
    theta = np.arccos(cosine) / 3
    angles = np.array([theta, np.pi / 3 - theta, np.pi / 3 + theta])
    return 2 * np.sqrt(3) * alpha * np.sin(angles)


def invert_frequencies(omega_1, omega_2):
    """Recover eta and |omega_Q| from the two lower frequencies."""
    r = omega_2 / omega_1
    cosine = (r - 1) * (2 * r + 1) * (r + 2) / (2 * (r * r + r + 1)**1.5)
    eta = brentq(lambda y: alpha_and_cosine(y)[1] - cosine, 0, 1, xtol=1e-14)
    square_sum = omega_1**2 + omega_1 * omega_2 + omega_2**2
    return eta, np.sqrt(square_sum / (84 * (3 + eta**2)))


# Symbolic check: the full 6x6 determinant is the square of the cubic
x, y = sp.symbols("x eta", real=True)
H_sym = (-(1 - y) * Ix_sym**2 - (1 + y) * Iy_sym**2
         + 2 * Iz_sym**2).applyfunc(sp.expand)
determinant = (x * sp.eye(6) - H_sym).det(method="berkowitz")
cubic = x**3 - 28 * (3 + y**2) * x - 160 * (1 - y**2)
assert sp.expand(determinant - cubic**2) == 0

# The three-state block used to obtain the cubic
block = H_sym.extract([0, 2, 4], [0, 2, 4])
expected_block = sp.Matrix([[10, sp.sqrt(10) * y, 0],
                            [sp.sqrt(10) * y, -8, 3 * sp.sqrt(2) * y],
                            [0, 3 * sp.sqrt(2) * y, -2]])
assert (block - expected_block).applyfunc(sp.expand) == sp.zeros(3, 3)

# Levels, frequencies, sum rule and ordering against diagonalization
ratios = []
for eta in np.linspace(0, 1, 201):
    H = hamiltonian(eta)
    energies = np.linalg.eigvalsh(H)
    assert np.allclose(energies[::2], energies[1::2], atol=1e-11)
    assert np.allclose(energies[::2], formula_levels(eta), atol=1e-11)
    gaps = diagonalized_gaps(H)
    predicted = formula_gaps(eta)
    assert np.allclose(gaps, predicted, atol=1e-11)
    assert np.allclose(diagonalized_gaps(-H), predicted, atol=1e-11)
    assert abs(gaps[2] - predicted[0] - predicted[1]) < 1e-11
    assert abs(gaps[1] - gaps[0] + 3 * energies[2]) < 1e-11
    ratios.append(gaps[1] / gaps[0])
assert np.all(np.diff(ratios) < 0)
assert abs(ratios[0] - 2) < 1e-12 and abs(ratios[-1] - 1) < 1e-12


def diagonalized_ratio(eta):
    gaps = diagonalized_gaps(hamiltonian(eta))
    return gaps[1] / gaps[0]


# Limiting laws; tolerances allow for the next order in the small step
step = 3e-3
curvature = (diagonalized_ratio(step) - 2) / step**2
assert abs(curvature + 70 / 27) < 1e-3
step = 1e-4
end_slope = (diagonalized_ratio(1 - step) - 1) / step
assert abs(end_slope - 15 / (7 * np.sqrt(7))) < 1e-3

# Inversion from diagonalized frequencies with a known scale
for eta in (0.1, 0.4, 0.75, 0.95):
    gaps = 3.7 * diagonalized_gaps(hamiltonian(eta))
    found_eta, found_scale = invert_frequencies(gaps[0], gaps[1])
    assert abs(found_eta - eta) < 1e-9
    assert abs(found_scale - 3.7) < 1e-9

# Five quadrupole operators, each normalized to unit trace of its square
I_squared = 35 / 4 * np.eye(6)
quadrupoles = [Ix @ Iy + Iy @ Ix, Iy @ Iz + Iz @ Iy, Iz @ Ix + Ix @ Iz,
               Ix @ Ix - Iy @ Iy, 3 * Iz @ Iz - I_squared]
quadrupoles = [q / np.sqrt(np.trace(q @ q).real) for q in quadrupoles]


def amplitudes(eta):
    """Constant term and weights of omega_1, omega_2, omega_3 in G22."""
    vectors = np.linalg.eigh(hamiltonian(eta))[1]
    weight = sum(abs(vectors.conj().T @ q @ vectors)**2
                 for q in quadrupoles) / 5
    pair = weight.reshape(3, 2, 3, 2).sum(axis=(1, 3))
    return np.array([np.trace(pair), 2 * pair[0, 1],
                     2 * pair[1, 2], 2 * pair[0, 2]])


def averaged_alignment(eta, time):
    """G22 by time evolution and quadrature over alignment directions."""
    U = expm(-1j * hamiltonian(eta) * time)
    nodes, weights = np.polynomial.legendre.leggauss(6)
    total = 0.0
    for c, w in zip(nodes, weights):
        s = np.sqrt(1 - c * c)
        for azimuth in 2 * np.pi * np.arange(8) / 8:
            I_n = s * (np.cos(azimuth) * Ix + np.sin(azimuth) * Iy) + c * Iz
            A = 3 * I_n @ I_n - I_squared
            survival = np.trace(A @ U @ A @ U.conj().T) / np.trace(A @ A)
            total += w / 2 * survival.real / 8
    return total


for eta in (0.0, 0.4, 0.8, 1.0):
    s = amplitudes(eta)
    for time in (0.0, 0.11, 0.37, 1.3):
        series = s[0] + np.dot(s[1:], np.cos(formula_gaps(eta) * time))
        assert abs(series - averaged_alignment(eta, time)) < 1e-10
assert np.allclose(amplitudes(0.0), [1 / 5, 13 / 35, 2 / 7, 1 / 7])

# Worked example with round model parameters
Q_barn, Vzz, eta_example = 0.8, 5e21, 0.4
Q = Q_barn * 1e-28
coupling = constants.e * Q * Vzz
nu_Q = coupling / constants.h
omega_Q = coupling / (40 * constants.hbar)
alpha, cosine = alpha_and_cosine(eta_example)
theta = np.arccos(cosine) / 3
levels = formula_levels(eta_example)
reduced = formula_gaps(eta_example)
omega = reduced * omega_Q / 1e6
readings = np.round(omega[:2], 1)
eta_back, omega_Q_back = invert_frequencies(*readings)
Vzz_back = 40 * constants.hbar * omega_Q_back * 1e6 / (constants.e * Q)
assert abs(eta_back - eta_example) < 0.005
assert abs(Vzz_back / Vzz - 1) < 0.005
eta_one_percent = invert_frequencies(1.0, 0.99 * 2)[0]
assert abs(diagonalized_ratio(eta_one_percent) - 1.98) < 1e-10

print(f"Quadrupole moment Q = {Q_barn:.1f} barn")
print(f"Field gradient Vzz = {Vzz:.1e} V/m^2")
print(f"Asymmetry eta = {eta_example:.1f} (dimensionless)")
print(f"Quadrupole frequency eQVzz/h = {nu_Q / 1e6:.3f} MHz")
print(f"omega_Q = {omega_Q / 1e6:.4f} Mrad/s")
print(f"Cubic: coefficient 28(3+eta^2) = {28 * (3 + eta_example**2):.2f}")
print(f"Cubic: constant 160(1-eta^2) = {160 * (1 - eta_example**2):.2f}")
print(f"alpha = {alpha:.5f} (dimensionless)")
print(f"cos(3 theta) = {cosine:.5f} (dimensionless)")
print(f"theta = {theta:.5f} rad")
for name, value in zip(("low", "middle", "high"), levels):
    print(f"Level x_{name} = {value:.4f} (units of hbar omega_Q)")
for n in range(3):
    print(f"omega_{n + 1}/omega_Q = {reduced[n]:.4f} (dimensionless)")
for n in range(3):
    print(f"omega_{n + 1} = {omega[n]:.3f} Mrad/s")
print(f"omega_1 + omega_2 = {omega[0] + omega[1]:.3f} Mrad/s")
print(f"omega_2/omega_1 = {omega[1] / omega[0]:.4f} (dimensionless)")
print(f"Rounded reading omega_1 = {readings[0]:.1f} Mrad/s")
print(f"Rounded reading omega_2 = {readings[1]:.1f} Mrad/s")
print(f"Ratio of readings = {readings[1] / readings[0]:.4f} (dimensionless)")
print(f"Recovered eta = {eta_back:.4f} (dimensionless)")
print(f"Recovered |omega_Q| = {omega_Q_back:.4f} Mrad/s")
print(f"Recovered |Vzz| = {Vzz_back:.4e} V/m^2")
print(f"eta at ratio 1.98 = {eta_one_percent:.4f} (dimensionless)")
print(f"Numerical curvature (R-2)/eta^2 = {curvature:.4f}; "
      f"-70/27 = {-70 / 27:.4f}")
print(f"Numerical end slope (R-1)/(1-eta) = {end_slope:.4f}; "
      f"15/(7 sqrt 7) = {15 / (7 * np.sqrt(7)):.4f}")
print("Table, dimensionless: eta | x_low x_middle x_high | "
      "omega_1,2,3 / omega_Q | omega_2/omega_1")
for eta in (0.0, 0.2, 0.4, 0.6, 0.8, 1.0):
    row = np.round(formula_levels(eta), 4) + 0.0
    g = formula_gaps(eta)
    print(f"{eta:.1f} | {row[0]:.4f} {row[1]:.4f} {row[2]:.4f} | "
          f"{g[0]:.4f} {g[1]:.4f} {g[2]:.4f} | {g[1] / g[0]:.4f}")
print("G22 amplitudes, dimensionless: eta | s0 s1 s2 s3")
for eta in (0.0, 0.4, 1.0):
    s = amplitudes(eta)
    print(f"{eta:.1f} | {s[0]:.4f} {s[1]:.4f} {s[2]:.4f} {s[3]:.4f}")
print("success")
```

Running it gives:

```
Quadrupole moment Q = 0.8 barn
Field gradient Vzz = 5.0e+21 V/m^2
Asymmetry eta = 0.4 (dimensionless)
Quadrupole frequency eQVzz/h = 96.720 MHz
omega_Q = 15.1927 Mrad/s
Cubic: coefficient 28(3+eta^2) = 88.48
Cubic: constant 160(1-eta^2) = 134.40
alpha = 5.43078 (dimensionless)
cos(3 theta) = 0.41955 (dimensionless)
theta = 0.37928 rad
Level x_low = -8.5276 (units of hbar omega_Q)
Level x_middle = -1.5621 (units of hbar omega_Q)
Level x_high = 10.0896 (units of hbar omega_Q)
omega_1/omega_Q = 6.9655 (dimensionless)
omega_2/omega_Q = 11.6517 (dimensionless)
omega_3/omega_Q = 18.6172 (dimensionless)
omega_1 = 105.825 Mrad/s
omega_2 = 177.020 Mrad/s
omega_3 = 282.845 Mrad/s
omega_1 + omega_2 = 282.845 Mrad/s
omega_2/omega_1 = 1.6728 (dimensionless)
Rounded reading omega_1 = 105.8 Mrad/s
Rounded reading omega_2 = 177.0 Mrad/s
Ratio of readings = 1.6730 (dimensionless)
Recovered eta = 0.3998 (dimensionless)
Recovered |omega_Q| = 15.1906 Mrad/s
Recovered |Vzz| = 4.9993e+21 V/m^2
eta at ratio 1.98 = 0.0884 (dimensionless)
Numerical curvature (R-2)/eta^2 = -2.5926; -70/27 = -2.5926
Numerical end slope (R-1)/(1-eta) = 0.8100; 15/(7 sqrt 7) = 0.8099
Table, dimensionless: eta | x_low x_middle x_high | omega_1,2,3 / omega_Q | omega_2/omega_1
0.0 | -8.0000 -2.0000 10.0000 | 6.0000 12.0000 18.0000 | 2.0000
0.2 | -8.1393 -1.8829 10.0223 | 6.2564 11.9052 18.1616 | 1.9029
0.4 | -8.5276 -1.5621 10.0896 | 6.9655 11.6517 18.6172 | 1.6728
0.6 | -9.1010 -1.1027 10.2037 | 7.9983 11.3064 19.3047 | 1.4136
0.8 | -9.8001 -0.5669 10.3671 | 9.2332 10.9340 20.1672 | 1.1842
1.0 | -10.5830 0.0000 10.5830 | 10.5830 10.5830 21.1660 | 1.0000
G22 amplitudes, dimensionless: eta | s0 s1 s2 s3
0.0 | 0.2000 0.3714 0.2857 0.1429
0.4 | 0.2280 0.3405 0.2840 0.1474
1.0 | 0.2583 0.2945 0.2945 0.1528
success
```
